Waist-independent two-photon excitation in a thick, weakly absorbing resist

**Result**

A Gaussian beam of power P and vacuum wavelength λ is focused to a waist w0 inside a resist of refractive index n. If the resist is much thicker than the focal region and takes little power from the beam, then

∫ I² dV = π n P²/λ

where I is the intensity. The waist does not appear. Two-photon excitation has a local rate proportional to I², so the total number of excitations per unit time is the same for a tight and a loose focus, within the paraxial description and at fixed P and λ. What changes is how the excitations are distributed in space.

P is the power inside the resist. The beam enters through an index-matched immersion medium, so the surface adds no aberration. The algebra uses atomic units (ħ = 1), in which a photon of angular frequency ω has energy ω.

**Stage 1: a beam that does not spread**

Take first a beam whose radius w stays constant over a slab of thickness L:

I(r) = I0 exp(−2r²/w²)

Here w is the radius at which the intensity has fallen to 1/e² of its axial value I0. For any a > 0,

∫₀^∞ exp(−a r²/w²) 2πr dr = πw²/a  (1)

With a = 2, the power is P = I0 πw²/2, so I0 = 2P/(πw²). Squaring the intensity doubles the exponent, so a = 4:

∫ I² dA = [4P²/(π²w⁴)] (πw²/4) = P²/(πw²)  (2)

The slab integral is therefore

∫ I² dV = P²L/(πw²)

This does depend on the radius: halving w quadruples the excitation. Any independence must come from the spreading of the beam, which this case leaves out.

**Stage 2: the beam spreads**

Write the field as u(r,z) exp(ikz) with k = 2πn/λ. If u varies slowly along z, its second z-derivative can be dropped from the wave equation, which leaves the paraxial equation

2ik ∂u/∂z + ∂²u/∂r² + (1/r) ∂u/∂r = 0

Try u = (1/q) exp[ikr²/(2q)] with q = z − i zR and zR > 0. Since ∂q/∂z = 1,

∂u/∂z = [−1/q − ikr²/(2q²)] u

2ik ∂u/∂z = [−2ik/q + k²r²/q²] u

The radial derivative is ∂u/∂r = (ikr/q) u. Hence

∂²u/∂r² = [ik/q − k²r²/q²] u

(1/r) ∂u/∂r = (ik/q) u

The three contributions cancel, so u is a solution.

For the intensity, use 1/q = (z + i zR)/(z² + zR²). The real part of the exponent is −k zR r²/[2(z² + zR²)], and squaring the modulus doubles it:

|u|² = exp[−k zR r²/(z² + zR²)] / (z² + zR²)

Comparison with exp(−2r²/w²) gives

w² = 2(z² + zR²)/(k zR) = w0² (1 + z²/zR²)

w0² = 2zR/k, or zR = k w0²/2 = π n w0²/λ  (3)

The length zR is the Rayleigh length, the distance from the focus at which the beam area has doubled. In each plane the profile is still Gaussian and carries the power P, so

I(r,z) = [2P/(πw²)] exp(−2r²/w²), with w = w(z)

Equation (2) now holds plane by plane:

∫ I² dA = [P²/(πw0²)] / (1 + z²/zR²)

For the depth integral set z = zR tan θ. Then dz = zR dθ/cos²θ and 1 + z²/zR² = 1/cos²θ, so the integrand becomes the constant zR:

∫ dz/(1 + z²/zR²) = zR ∫ dθ = π zR

with θ running from −π/2 to π/2. Therefore

∫ I² dV = [P²/(πw0²)] π zR = P² zR/w0² = π n P²/λ  (4)

Compared with Stage 1, the thickness L has been replaced by an effective depth πzR. That depth grows as w0², which cancels the 1/w0² of the plane integral.

There is a second way to read the cancellation. The largest value of I² is I0² = 4P²/(π²w0⁴). Dividing (4) by it gives an effective volume

V = (P² zR/w0²) π²w0⁴/(4P²) = π² w0² zR/4

which grows as w0⁴. The peak rate falls as w0⁻⁴, and the product stays fixed.

As a test, I² built from the complex field was integrated numerically over unlimited depth for waists of 1, 2 and 4 µm, with λ = 800 nm and n = 1.5. Each result agreed with πnP²/λ to better than one part in 10⁷.

**Stage 3: from intensity to excitations**

Let C be the number density of initiator molecules and δ their two-photon cross section. The photon flux is I/ω. In the convention used here δ(I/ω)² counts absorbed photons per molecule and time. Two photons make one excitation, so the excitation rate per molecule is ½δ(I/ω)². Integrating over the resist gives

R = ½ C δ (πn/λ) P²/ω²

With λ = 2πc/ω, the factor πn/λ equals nω/(2c), and

R = n C δ P²/(4cω)  (5)

A convention without the factor ½ would double R but would not bring in the waist.

For a pulse, P² is replaced by ∫P(t)² dt. Each plane sees the same pulse at a slightly different time, and the delay drops out of the time integral. This assumes that dispersion does not change the pulse shape and that the shape is the same for all waists compared.

**Stage 4: a slab of finite thickness**

Put the focus at depth d in a slab of thickness L, so that z runs from −d to L − d. The substitution of Stage 2 now gives a fraction F of the thick-resist value:

F = [arctan(d/zR) + arctan((L − d)/zR)]/π  (6)

Thin limit: if both distances are much smaller than zR, then arctan x ≈ x and F ≈ L/(πzR). Multiplying (4) by this gives P²L/(πw0²), the result of Stage 1.

Thick limit: for a focus at mid-depth, F = (2/π) arctan[L/(2zR)]. For large x, arctan x = π/2 − arctan(1/x) ≈ π/2 − 1/x, so

F ≈ 1 − 4zR/(πL)  (7)

The approach to 1 is slow, because the tails of the depth integrand fall only as 1/z². The deficit is proportional to w0², so a loose focus is the first to miss the limit.

Focus at the surface: with d = 0 and L ≫ zR, F tends to ½. The total is again independent of the waist, at half the value, since half of the focal region lies outside the resist.

Equation (6) also shows where the excitations are. The range |z| < zR contributes (2/π) arctan 1 = ½ of the thick-resist total.

**Stage 5: other photon numbers**

For one photon, each plane contributes ∫I dA = P, so ∫I dV = PL. This is independent of the waist too, but simply through conservation of power, and it grows with thickness without limit. The excitation is not confined in depth.

For three photons, equation (1) with a = 6 gives

∫ I³ dA = [8P³/(π³w⁶)] (πw²/6) = 4P³/(3π²w⁴)

The depth integral is ∫dz/(1 + z²/zR²)² = zR ∫cos²θ dθ = πzR/2. Hence

∫ I³ dV = [4P³/(3π²w0⁴)] (πzR/2) = 2nP³/(3λw0²)

Here a tighter focus does raise the total. The two-photon case lies between: it has a finite total in unlimited depth, and that total does not depend on the waist.

**Stage 6: numbers for laser writing**

The parameters are round values. A laser at λ = 800 nm gives 100 fs pulses (full width at half maximum) at 80 MHz with 10 mW mean power. The resist has n = 1.5 and L = 1000 µm, with the focus at mid-depth. The initiator concentration is 0.02 mol/L, or C = 1.204×10¹⁹ cm⁻³, and δ = 100 GM = 10⁻⁴⁸ cm⁴ s.

The pulse energy is 10 mW/80 MHz = 125 pJ. For a Gaussian pulse of width τ and peak power P0,

P(t) = P0 exp(−4 ln2 t²/τ²)

∫P dt = P0 τ √[π/(4 ln2)] = 1.064 P0 τ

∫P² dt = P0² τ √[π/(8 ln2)] = 0.753 P0² τ

The first integral gives P0 = 1174 W and the second gives ∫P² dt = 1.038×10⁻⁷ W² s.

In ordinary units ω² in the rate becomes (ħω)². The photon energy is 1.550 eV, so (ħω)² = 6.17×10⁻³⁸ J², and πn/λ = 5.89×10⁴ cm⁻¹. The excitations per pulse in the thick limit are

N = ½ (1.204×10¹⁹)(10⁻⁴⁸)(5.89×10⁴)(1.038×10⁻⁷)/(6.17×10⁻³⁸) ≈ 5.97×10⁵

At 80 MHz this is about 4.8×10¹³ excitations per second. For the real slab:

- w0 = 1 µm: zR = 5.89 µm, F = 0.9925, N = 5.93×10⁵
- w0 = 2 µm: zR = 23.56 µm, F = 0.9700, N = 5.79×10⁵
- w0 = 4 µm: zR = 94.25 µm, F = 0.8814, N = 5.26×10⁵

From the first waist to the last, the peak excitation probability per molecule and pulse falls by a factor of 256, from 3.41×10⁻³ to 1.33×10⁻⁵. The total falls by 11 % relative to its value at 1 µm. That fall comes from the finite thickness: equation (7) predicts a deficit of 4(94.25)/(1000π) = 12.0 % at 4 µm, close to the 11.9 % from the full expression.

**Stage 7: what breaks the independence**

*Linear absorption.* With absorption coefficient α and P now the power at the entrance face, I² acquires the factor exp[−2α(z + L/2)] = exp(−αL) exp(−2αz). For a central focus the part odd in z integrates to zero, leaving exp(−αL) cosh(2αz). With α = 0.10 cm⁻¹, αL = 0.01 and the cosh exceeds 1 by at most 5×10⁻⁵. The loss is thus nearly 1 − exp(−0.01), and the computed value is 0.995 % for all three waists. For a central focus, weak absorption lowers the total without bringing the waist back. Off centre the odd part survives and adds a small waist-dependent term of order αzR: with the focus 100 µm below the entrance face the losses are 0.21 %, 0.24 % and 0.35 % for waists of 1, 2 and 4 µm.

*Two-photon loss.* The beam loses the fraction 2ωR/P = nCδP/(2c) of its power, which is 0.34 % at the pulse peak. This is small enough to treat P as constant.

*Depletion of the initiator.* Suppose that each excitation consumes its molecule. After M pulses with local probability p, the excited fraction is 1 − exp(−Mp) ≈ Mp − M²p²/2. The relative loss of the total is then (M/2) ∫p² dV / ∫p dV. Let p0 be the value of p at the focus. Since p is proportional to I²,

p = p0 (1 + z²/zR²)⁻² exp(−4r²/w²)

Equation (1) with a = 4 and a = 8 gives the plane integrals

∫ p dA = p0 (πw0²/4)(1 + z²/zR²)⁻¹

∫ p² dA = p0² (πw0²/8)(1 + z²/zR²)⁻³

Their depth integrals bring factors πzR and zR ∫cos⁴θ dθ = 3πzR/8. The ratio is p0 (1/2)(3/8) = 3p0/16, so

relative loss ≈ 3Mp0/32

This scales as w0⁻⁴ and does break the independence. For M = 100 the losses computed in the slab, without the expansion, are 3.1 %, 0.2 % and 0.01 % for waists of 1, 2 and 4 µm. The formula gives 3.2 % for the first; the neglected term +M³p³/6 makes the true loss smaller. At 80 MHz, 100 pulses last only 1.25 µs; for 10⁴ pulses the losses grow to about 54 %, 15 % and 1.4 %. Longer exposures at a tight focus thus leave the regime of equation (5), unless the molecules return to their ground state between pulses.

*Self-focusing.* If the index rises by n2 I, the extra phase on the axis is

(2π/λ) n2 ∫ I(0,z) dz = (2π/λ) n2 [2P/(πw0²)] πzR = 4π² n n2 P/λ²

For a rough n2 = 5×10⁻¹⁶ cm²/W this is 0.005 rad at peak power, too small to reshape the beam noticeably.

*Strong focusing.* The far-field angle of the beam is w0/zR = 2/(k w0), and the paraxial equation needs it to be small. The excitation was recomputed by summing exact plane waves at the same power and for unlimited depth. Their amplitudes are Gaussian in the transverse wavevector, and the field has one transverse component plus the component along the axis. A lens aperture that cuts off the beam gives a different angular spectrum and changes the total at every focal size: with an evenly filled aperture it lies about 19 % below equation (4) even at small angles, for the same transmitted power. The local rate was taken proportional to the square of the total |E|², which ignores the tensor character of the molecular response. Relative to equation (4), the total changes by −1.57 %, −0.37 %, −0.09 % and −0.02 % for waists of 0.5, 1, 2 and 4 µm. Between the last two the change falls by a factor of about 4, as expected for a correction proportional to the square of the angle.

The independence therefore holds in a window: w0 must be large compared with λ/(πn), while zR stays small compared with L. In addition, the power and the number of pulses must be low enough that Mp0 is small at the tightest focus compared.

**Beside real resists**

The laser parameters, initiator content and cross section are rough typical values for two-photon writing in acrylate resists with a titanium-sapphire laser. The waists are larger than usual: high-resolution writing uses high-aperture objectives with focal radii of very roughly 0.25 µm. There the paraxial assumption is poor. Extending the inverse-square trend from 0.5 µm would suggest a change of about −6 %, but the trend no longer holds at such angles: the plane-wave sum of Stage 7 gives about −9 % at 0.25 µm. This value belongs to that particular field: the same Gaussian profile, focused with the amplitude weighting and polarization of an aplanatic lens and no aperture cut, gives about −5 %. Neither carries over directly to a real objective. For an aberration-free objective of numerical aperture 1.4, with P the transmitted power, the total lies about 19 % below equation (4) if the aperture is evenly filled, and about 9 % below if the 1/e² radius of the incoming beam equals the aperture radius. At the power used here depletion would matter more: scaled as w0⁻⁴, p0 would be about 0.9 for a single pulse, so a few pulses would use up most of the initiator at the focus if each excitation consumed its molecule. With a low reaction yield it would take correspondingly more pulses, but at such a p0 the ground state already empties within one pulse, which lowers the total by about 7 % whatever the yield. If each excitation consumes its molecule, equation (5) could serve there for 100 pulses only at a much lower power. At a waist of 1 µm the peak intensity is 7.5×10¹⁰ W/cm², below 1 % of a rough breakdown threshold of 10¹³ W/cm²; at 0.25 µm it would be about 1.2×10¹² W/cm², some 12 % of that threshold. The absorbed light of 100 pulses would heat the focus by about 1 K without cooling, for a heat capacity of 2 J/(cm³ K); the heat released by polymerization is not included.

The total count does not fix the size of the written feature. If the resist hardens where the local density of excitations passes a threshold, a loose focus may harden nothing while producing nearly as many excitations as a tight one. At fixed power, and within the window above, changing the waist of a Gaussian beam redistributes the two-photon dose but hardly alters its sum. The numerical output below lists the values for each waist.

Computed results

```
wavelength 800 nm; photon energy 1.550 eV
index 1.50; slab thickness 1000 um, focus at mid-depth
mean power 10 mW; repetition 80 MHz
pulse FWHM 100 fs; energy 125 pJ
peak power 1174 W; integral P^2 dt 1.038e-07 W^2 s
initiator 0.02 mol/L = 1.204e+19 cm^-3
two-photon cross section 100 GM
thick limit, integral I^2 dV at peak 8.123e+06 W^2/um
thick limit, excitations per pulse 5.972e+05
waist 1 um: Rayleigh length 5.89 um
  peak intensity 7.476e+10 W/cm2
  peak excitation probability per pulse 3.411e-03
  slab total / thick limit 0.9925
  excitations per pulse in slab 5.927e+05
  loss of total by linear absorption 0.995 %
  loss by depletion, 100 pulses 3.053 %
waist 2 um: Rayleigh length 23.56 um
  peak intensity 1.869e+10 W/cm2
  peak excitation probability per pulse 2.132e-04
  slab total / thick limit 0.9700
  excitations per pulse in slab 5.793e+05
  loss of total by linear absorption 0.995 %
  loss by depletion, 100 pulses 0.205 %
waist 4 um: Rayleigh length 94.25 um
  peak intensity 4.672e+09 W/cm2
  peak excitation probability per pulse 1.333e-05
  slab total / thick limit 0.8814
  excitations per pulse in slab 5.263e+05
  loss of total by linear absorption 0.995 %
  loss by depletion, 100 pulses 0.014 %
linear absorption coefficient 0.10 1/cm
two-photon beam loss at pulse peak 0.336 %
Kerr index 5.0e-16 cm2/W; on-axis phase 5.43e-03 rad
heat capacity 2.0 J/(cm3 K)
heating, 100 pulses, 1 um waist, no cooling 1.06 K
rough breakdown threshold 1e+13 W/cm2
peak / threshold, 1 um waist 7.48e-03
waist 0.5 um: divergence 0.340 rad, non-paraxial change -1.573 %
waist 1.0 um: divergence 0.170 rad, non-paraxial change -0.368 %
waist 2.0 um: divergence 0.085 rad, non-paraxial change -0.091 %
waist 4.0 um: divergence 0.042 rad, non-paraxial change -0.023 %
```
